# Unlike plates alone do not make a radiative thermal diode

**Q.** I want a thermal diode with no moving parts: a silicon carbide plate facing a heavily doped silicon plate across 50 nm of vacuum. Silicon carbide radiates strongly in a narrow phonon band, doped silicon over a broad one. With the carbide hot, a narrow emitter faces a broad absorber, and most of the heat is accepted. With the silicon hot, a broad emitter faces a narrow absorber, and much of the heat is refused. So the flux must depend on which plate is hot.

**A.** Your two cases describe the same overlap. Suppose that at some frequency plate 1 absorbs a fraction $a_1$ of what falls on it and plate 2 a fraction $a_2$. By Kirchhoff's law $a_1$ is also its emissivity. Heat sent from 1 and kept by 2 at the first encounter is proportional to $a_1a_2$; heat sent from 2 and kept by 1 is proportional to $a_2a_1$. At any frequency where the carbide refuses most of the silicon's emission, it also emits little of its own. Nor does the argument need the carbide to be a narrow emitter: a thick plate also absorbs, and therefore emits, outside its phonon band.

**Q.** That is ray optics. At 50 nm the waves are evanescent, they bounce between the surfaces, and emissivity is not even defined. Why should the symmetry survive?

**A.** Then let us start from the currents that radiate. Plate 1 fills $z<0$ and plate 2 fills $z>d$. Each is at a uniform temperature, non-magnetic, and described by a local scalar permittivity $\varepsilon_j(\omega)$. Fields vary as $e^{ikx-i\omega t}$, so absorption means $\operatorname{Im}\varepsilon_j>0$. For now $\varepsilon_1$, $\varepsilon_2$ and $d$ do not depend on temperature.

First, the strength of the thermal currents. Take a small volume $v$ with dipole moment $P$ and apply a field $E_0\cos\omega t$. Let $S_\pm$ be the spectrum of $P$ at $\pm\omega$, which governs absorption ($+$) and emission ($-$) of a quantum. The golden rule gives the absorbed power, which must equal the Joule heat with conductivity $\sigma=\omega\varepsilon_0\operatorname{Im}\varepsilon$:

$$\frac{\omega E_0^2}{4\hbar}(S_+-S_-)=\tfrac12\sigma E_0^2v\;\Rightarrow\; S_+-S_-=\frac{2\hbar\sigma v}{\omega}.$$

In equilibrium $S_-=e^{-\hbar\omega/k_BT}S_+$, hence

$$S_-=\frac{2\sigma v\,\Theta}{\omega^2},\qquad \Theta(\omega,T)=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}.$$

The total current is $jv=\dot P$, which multiplies the spectrum by $\omega^2$. Adding both signs of frequency, $\langle j^2v^2\rangle$ per $d\omega/2\pi$ is $\omega^2(S_++S_-)=4\sigma v\Theta+2\hbar\omega\sigma v$. The last term is the zero-point part. It amounts to adding $\hbar\omega/2$ to $\Theta$ in both plates, and will cancel in the net flux once the two directions are shown to have equal transmission. Dividing by $v^2$ leaves $4\sigma\Theta/v$: currents of strength $4\sigma\Theta$, uncorrelated between different points (the response is local) and between different directions (it is isotropic).

**Q.** Now let them radiate across the gap.

**A.** Take the electric field along $y$ first, the s polarization. Maxwell's equations $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=\mathbf j-i\omega\varepsilon_0\varepsilon\mathbf E$ combine to

$$E''+k_j^2E=-i\omega\mu_0j_y,\qquad k_j^2=\varepsilon_j\frac{\omega^2}{c^2}-k^2,\quad \operatorname{Im}k_j>0.$$

Let $g(z,z')$ solve $g''+k_j^2g=-\delta(z-z')$ with waves that leave and decay. Then $E=i\omega\mu_0\int g\,j_y\,dz'$. The heat deposited per volume in plate 2 is $\sigma_2\langle E^2\rangle$. Inserting the noise strength, the power per area sent from 1 to 2 is

$$P_{12}=\int_0^\infty\!\frac{d\omega}{2\pi}\int\!\frac{d^2k}{(2\pi)^2}\,\Theta(\omega,T_1)\,\tau_s,$$
$$\tau_s=4\omega^2\mu_0^2\sigma_1\sigma_2\!\int_2\!dz\!\int_1\!dz'\,|g(z,z')|^2 .$$

For $P_{21}$, put the source in 2 and the receiver in 1: $\Theta(\omega,T_2)$ appears, and $g(z',z)$ replaces $g(z,z')$. The product $\sigma_1\sigma_2$ is unchanged. So your question comes down to whether $g$ is symmetric.

**Q.** With different materials on the two sides, I would expect it not to be.

**A.** Write $g_a(z)=g(z,a)$ and $g_b(z)=g(z,b)$. Multiply the equation for $g_a$ by $g_b$, the equation for $g_b$ by $g_a$, and subtract. The terms with $k_j^2$ cancel at every $z$, whatever the material there:

$$\frac{d}{dz}\left(g_a'g_b-g_b'g_a\right)=-\delta(z-a)g_b+\delta(z-b)g_a .$$

Integrate over all $z$. The left side vanishes because both functions decay inside the absorbing plates, so $g_b(a)=g_a(b)$, that is $g(a,b)=g(b,a)$. Mirror symmetry was never used. The step as written assumes a scalar permittivity; in a magnetized conductor it is a non-symmetric tensor, and this derivation does not cover that case.

**Q.** And the other polarization? That is the one that carries surface phonons.

**A.** Now $H$ points along $y$. The second Maxwell equation gives

$$E_x=\frac{j_x+H'}{i\omega\varepsilon_0\varepsilon},\qquad E_z=\frac{j_z-ikH}{i\omega\varepsilon_0\varepsilon}.$$

Put these into $E_x'-ikE_z=i\omega\mu_0H$ and multiply by $i\omega\varepsilon_0$:

$$\left(\frac{H'}{\varepsilon}\right)'+\left(\frac{\omega^2}{c^2}-\frac{k^2}{\varepsilon}\right)H=\frac{ikj_z}{\varepsilon}-\left(\frac{j_x}{\varepsilon}\right)'.$$

Let $h(z,z')$ be the response of the left side to $-\delta(z-z')$. The same subtraction works, with $h'/\varepsilon$ in place of $g'$, so $h$ is symmetric too. After one integration by parts,

$$H(z)=-\int\frac{ik\,h\,j_z+(\partial_{z'}h)\,j_x}{\varepsilon}\,dz'.$$

In plate 1 the dependence on source depth is $e^{-ik_1z'}$, so $|\partial_{z'}h|=|k_1||h|$. The two current directions are uncorrelated and their contributions add as $k^2+|k_1|^2$. In the receiver $|E_x|^2+|E_z|^2=(k^2+|k_2|^2)|H|^2/(\omega^2\varepsilon_0^2|\varepsilon_2|^2)$. Therefore

$$\tau_p=4\operatorname{Im}\varepsilon_1\operatorname{Im}\varepsilon_2\frac{(k^2+|k_1|^2)(k^2+|k_2|^2)}{|\varepsilon_1|^2|\varepsilon_2|^2}\int_2\!dz\!\int_1\!dz'\,|h|^2 .$$

Exchanging the plates again leaves it unchanged.

**Q.** So what is the flux?

**A.** Integrating over the direction of $\mathbf k$ turns $d^2k$ into $2\pi k\,dk$. The net flux from 1 to 2 is $P_{12}-P_{21}$:

$$q(T_1,T_2)=\frac1{4\pi^2}\int_0^\infty\! d\omega\,[\Theta(\omega,T_1)-\Theta(\omega,T_2)]\,\Phi(\omega),$$
$$\Phi=\int_0^\infty k\,dk\,(\tau_s+\tau_p).$$

With fixed optical response, swapping the temperatures changes the sign of the bracket and nothing else:

$$q(T_2,T_1)=-q(T_1,T_2).$$

The flux is not proportional to $T_1-T_2$, since $\Theta$ is nonlinear in $T$, but that nonlinearity is the same in both orientations.

**Q.** I need a number for my plates. Can the depth integrals be done?

**A.** Yes. For $z'$ in plate 1 and $z$ in plate 2, $g(z,z')=e^{-ik_1z'}g(d,0)\,e^{ik_2(z-d)}$. Each integral of the squared magnitude gives $1/(2\operatorname{Im}k_j)$. The imaginary part of $k_j^2$ gives $(\omega/c)^2\operatorname{Im}\varepsilon_j=2\operatorname{Re}k_j\operatorname{Im}k_j$. Since $\omega^2\mu_0^2\sigma_1\sigma_2=(\omega/c)^4\operatorname{Im}\varepsilon_1\operatorname{Im}\varepsilon_2$,

$$\tau_s=4\operatorname{Re}k_1\operatorname{Re}k_2\,|g(d,0)|^2 .$$

For p waves each plate contributes $\operatorname{Im}\varepsilon_j(k^2+|k_j|^2)/(2\operatorname{Im}k_j|\varepsilon_j|^2)$. To simplify it, write $k_j=k'+ik''$. Then

$$\frac{\omega^2}{c^2}\operatorname{Re}(k_j\varepsilon_j^*)=k'(k^2+k'^2-k''^2)+2k'k''^2=k'(k^2+|k_j|^2).$$

Since $k'=(\omega/c)^2\operatorname{Im}\varepsilon_j/(2k'')$, the factor is $\operatorname{Re}(k_j\varepsilon_j^*)/|\varepsilon_j|^2=\operatorname{Re}(k_j/\varepsilon_j)$. Both polarizations now read

$$\tau=4\operatorname{Re}Y_1\operatorname{Re}Y_2\,|g(d,0)|^2,$$

with $Y_j=k_j$ for s and $k_j/\varepsilon_j$ for p, and $h$ standing for $g$ in the p case.

It remains to find $g(d,0)$. In the gap let $g=Ae^{ik_0z}+Be^{-ik_0z}$, with $Y_0=k_0=\sqrt{\omega^2/c^2-k^2}$. Below the source the wave travels down, so its slope (divided by $\varepsilon$ for p) is $-iY_1g$; the unit source lowers this by 1. At $z=d$ the slope is $iY_2g$. These conditions are

$$(Y_0+Y_1)A-(Y_0-Y_1)B=i,\qquad B=\frac{Y_0-Y_2}{Y_0+Y_2}e^{2ik_0d}A .$$

Solving for $A$ and inserting it in $g(d,0)=Ae^{ik_0d}\,2Y_0/(Y_0+Y_2)$,

$$g(d,0)=\frac{2iY_0e^{ik_0d}}{(Y_0+Y_1)(Y_0+Y_2)-(Y_0-Y_1)(Y_0-Y_2)e^{2ik_0d}} .$$

**Q.** Does this return ordinary radiation in the right limit?

**A.** Let the plates absorb every propagating wave without reflection, $Y_1=Y_2=Y_0$, and drop the evanescent waves. Then $|g|=1/(2Y_0)$ and $\tau=1$. Two polarizations give $\Phi=2\int_0^{\omega/c}k\,dk=\omega^2/c^2$, and the one-way flux is $\int\Theta\,\omega^2d\omega/(4\pi^2c^2)$. This is Planck's blackbody flux, whose integral is the Stefan–Boltzmann law. Between 400 K and 300 K it gives a net 992 W/m².

For evanescent waves put $k_0=i\kappa$ and $r_j=(i\kappa-Y_j)/(i\kappa+Y_j)$. Multiplying out gives $\operatorname{Im}r_j=2\kappa\operatorname{Re}Y_j/|i\kappa+Y_j|^2$, so

$$\tau=\frac{4\operatorname{Im}r_1\operatorname{Im}r_2\,e^{-2\kappa d}}{|1-r_1r_2e^{-2\kappa d}|^2}.$$

Here $\operatorname{Im}r_j$ takes the role that absorptivity had in the ray picture, and the denominator contains all the bounces. Both are unchanged when 1 and 2 are exchanged.

**Q.** Put in my materials.

**A.** For cubic silicon carbide I use one phonon resonance,

$$\varepsilon_1=6.5\,\frac{\omega_L^2-\omega^2-i\omega\Gamma}{\omega_T^2-\omega^2-i\omega\Gamma},$$

with $\omega_T$, $\omega_L$ and $\Gamma$ at 800, 970 and 5 cm⁻¹. For n-type silicon I use free carriers,

$$\varepsilon_2=11.7-\frac{Ne^2/(\varepsilon_0m)}{\omega^2+i\omega\gamma},\qquad\gamma=\frac{e}{m\mu},$$

with $N=10^{20}$ cm⁻³, $m=0.27\,m_e$ and $\mu=80$ cm²/Vs. All are rough typical values, held fixed for the moment.

The net spectrum peaks at 946.8 cm⁻¹. Just below the peak, at 946.56 cm⁻¹, $\varepsilon_1=-1.14+0.14i$ and $\varepsilon_2=-19.0+14.0i$. For $k\gg|\sqrt{\varepsilon_j}|\,\omega/c$ all normal wavevectors approach $ik$, so the p reflection coefficient tends to $(\varepsilon_j-1)/(\varepsilon_j+1)$. It is large for the carbide because $\varepsilon_1$ is near $-1$: this is its surface phonon.

Take one wave at 946.56 cm⁻¹ with $\kappa=1/d$. The full coefficients are $r_1=8.088+7.275i$ and $r_2=1.070+0.054i$, and $e^{-2}=0.1353$. Then $r_1r_2e^{-2}=1.118+1.113i$, and

$$\tau_p=\frac{4(7.275)(0.054)(0.1353)}{(0.118)^2+(1.113)^2}\approx0.170 .$$

From carbide to silicon or from silicon to carbide, this wave has transmission 0.170. The value changes quickly across the resonance: at the same $\kappa$ it is 0.156 at 946.8 cm⁻¹ and 0.146 at 947.0 cm⁻¹.

Gauss–Legendre quadrature over frequency and wavevector gives 9.78 kW/m², or 0.978 W/cm², from the 400 K plate to the 300 K plate. That is 9.9 times the blackbody value. With the silicon hot instead, the same 9.78 kW/m² flows the other way.

**Q.** Real plates change when they warm up. Is that where a diode comes from?

**A.** Yes. Let each permittivity follow its own plate's temperature. Then $\Phi(\omega;a,b)$ depends on the optical temperature $a$ of plate 1 and $b$ of plate 2. The directions 1 to 2 and 2 to 1 still share one $\Phi$ in any given state, but swapping the temperatures creates a different state.

Let the mean temperature be $T$ and the difference $\delta$. Call the flux magnitude $q_+$ when plate 1 is hot and $q_-$ when plate 2 is hot. Both contain

$$\Theta(T+\delta/2)-\Theta(T-\delta/2)=\delta\,\frac{\partial\Theta}{\partial T}+O(\delta^3),$$

while their transmissions differ by

$$\Phi\!\left(T+\tfrac\delta2,T-\tfrac\delta2\right)-\Phi\!\left(T-\tfrac\delta2,T+\tfrac\delta2\right)=\delta(\partial_a\Phi-\partial_b\Phi)+O(\delta^3).$$

Define the conductance $G(a,b)=(4\pi^2)^{-1}\int(\partial\Theta/\partial T)\,\Phi(\omega;a,b)\,d\omega$. The mean flux is $G\delta$ to leading order, so the rectification is

$$R=\frac{q_+-q_-}{(q_++q_-)/2}=\delta\,\frac{\partial_aG-\partial_bG}{G}+O(\delta^3).$$

A warming response is necessary in this model but not sufficient. Identical plates have $\Phi(\omega;a,b)=\Phi(\omega;b,a)$ by mirror symmetry, so $R=0$ at any $\delta$. Unlike plates with equal relative sensitivities have no rectification to first order in $\delta$.

**Q.** How good a diode are my plates, then?

**A.** I assume rough trends about 350 K: both phonon frequencies fall by 0.02 cm⁻¹ per kelvin, $\Gamma$ grows as $T$, and the mobility falls as $T^{-1/2}$. Numerical differentiation of $G$ gives relative sensitivities of $4.86\times10^{-4}$ per kelvin for the carbide and $8.36\times10^{-4}$ per kelvin for the silicon. For a 100 K difference the law predicts

$$R\approx100\,(4.86-8.36)\times10^{-4}=-3.5\%.$$

The full integrals, with no expansion in $\delta$, give 9.55 kW/m² with the carbide hot and 9.89 kW/m² with the silicon hot: again $-3.5\%$. The sign says that the flux is larger with the silicon hot, the reverse of your guess. With these trends both plates couple better when warm, and the silicon's temperature matters more. Do not lean on the sign, though: if the mobility fell only as $T^{-0.2}$, the same integrals would give $+1.5\%$. With the original mobility trend, a carbide damping that grew as $T^2$ instead of $T$ would also reverse the sign, to $+1.4\%$. I have also held the background permittivities fixed; letting silicon's 11.7 rise by a typical $1.1\times10^{-3}$ per kelvin moves $-3.5\%$ to $-4.0\%$. To predict even the direction of this diode you need measured trends for both plates.

The linear law is for gentle trends like these. If a plate's response changes sharply between the two temperatures, for instance at a phase transition, the two orientations must be computed separately.

**Q.** Suppose I measure a small asymmetry. Have I then shown that the optical response changes with temperature?

**A.** Not if your thermometers sit in the heat reservoirs behind the plates. The theorem concerns the temperatures of the plates themselves. Let constant resistances $R_1$ and $R_2$ separate the plates from their reservoirs, and keep the optical response fixed. With the one-way flux $F(T)=(4\pi^2)^{-1}\int\Theta\,\Phi\,d\omega$ and plate 1 on the hot side,

$$q_+=F(T_h-q_+R_1)-F(T_c+q_+R_2)\approx Q-Q\,[R_1F'(T_h)+R_2F'(T_c)],$$

where $Q=F(T_h)-F(T_c)$. Turning the device round exchanges $R_1$ and $R_2$. Subtracting and dividing by $Q$,

$$R_{\rm app}\approx(R_2-R_1)\,[F'(T_h)-F'(T_c)].$$

This needs unequal resistances and a curved $F$. As a rough case take $10^{-6}$ m²K/W behind the carbide and $3\times10^{-5}$ m²K/W behind the silicon, the latter mostly a grease layer. Solving the balance numerically gives 9757 W/m² with the carbide hot and 9739 W/m² with the silicon hot, an apparent rectification of 0.19%. The law gives the same to two digits. It is small here because the larger resistance drops only about 0.3 K.

**Q.** What else in a real device could hide or imitate the 3.5%?

**A.** The gap comes first. At fixed optical response, widening it from 50 to 51 nm lowers the flux by 2.6%, so a mount that bends by a nanometre or two when the hot side changes could imitate the whole effect. The material inputs are rough as well: a 10% larger carrier mass, at the same mobility, raises the fixed-response flux by 5%, though equally in both orientations. The carriers' Fermi energy, estimated for six equal valleys with a density-of-states mass of $0.32\,m_e$ (the 0.27 used above is the conductivity mass), is about 0.074 eV at zero temperature; the chemical potential is 0.066 eV (2.5 $k_BT$) at 300 K and 0.058 eV (1.7 $k_BT$) at 400 K. They are therefore only moderately degenerate, and the mobility trend, on which $R$ depends, is a guess. An electron at the Fermi energy moves about 2 to 4% of the gap, depending on its direction in the valley, within the response time $1/|\omega+i\gamma|$ at the peak, which supports the local permittivity at this distance but not at a few nanometres. Real wafers are also finite. About 30% of the flux has $k<3.1\,\omega/c$, where 3.1 is the carbide's low-frequency refractive index; part of that could cross a clear wafer and reach whatever lies behind, which the half-space model excludes. With this permittivity about 9% of the flux would cross 0.35 mm of carbide in one pass, and counting only the part absorbed in that pass changes $R$ from $-3.5\%$ to about $-1.6\%$, so the backing of the wafer matters at the size of the effect. Residual air matters little: at $10^{-5}$ Torr, molecules that each carry $3k_B(T_h-T_c)$ across transfer about 0.16 W/m².

**Q.** So choosing two materials with very different spectra was the wrong design rule.

**A.** It sets how much heat flows, through the overlap in $\Phi$. For rectification at fixed gap and small $\delta$, compare $\partial_aG/G$ with $\partial_bG/G$ and look for a large difference. With the trends assumed here, your pair has a difference of only $3.5\times10^{-4}$ per kelvin in size, which makes it a fair heat link and a very weak diode.
